Defect Concentrations under Charge Neutrality: How Energy and Band-Edge Errors Enter

A crystal in thermal equilibrium contains two kinds of charged point defect: a donor-like defect D of charge +a and an acceptor-like defect A of charge −b, with a and b positive integers in units of the elementary charge. Their formation energies come from an electronic-structure calculation and carry errors. The problem is to find how these errors, and errors in the band edges, reach the calculated concentrations.

Conventions. The electron chemical potential (Fermi level) μ and the band edges E_v and E_c are measured on one absolute energy scale. E_D and E_A are the formation energies at μ = 0, including the chemical potentials of atoms exchanged with reservoirs. N_D and N_A are the densities of available sites, with any degeneracy or vibrational factor absorbed in them. Defects are dilute and do not interact, and carriers are non-degenerate, with effective densities of states N_v and N_c.

The numerical examples use round model parameters: T = 1000 K, so kT = 0.08617 eV; N_D = N_A = 2×10²² cm⁻³; N_v = 1×10²⁰ cm⁻³; N_c = 3×10¹⁹ cm⁻³.

**(a) Derive the equilibrium concentrations from the free energy, with neutrality as a constraint. What is the multiplier?**

Solution. Placing n defects on M sites gives the entropy k ln[M!/(n!(M−n)!)]. Stirling's formula turns the logarithm into

M ln M − (M−n) ln(M−n) − n ln n.

For n ≪ M, (M−n) ln(M−n) ≈ (M−n) ln M − n, so the logarithm becomes n ln(M/n) + n. Per unit volume, the defects therefore contribute

F = Σ_i c_i [E_i + kT ln(c_i/N_i) − kT], i = D, A.

Non-degenerate carriers contribute terms of the same form. An electron in the conduction band has energy E_c and density n; a hole has energy −E_v, because an electron has been removed from E_v, and density p. Neutrality requires

a c_D + p − b c_A − n = 0.

Add μ times the left side to F and set the derivative with respect to each density to zero. Since d[c ln(c/N) − c]/dc = ln(c/N),

E_D + kT ln(c_D/N_D) + aμ = 0,
E_A + kT ln(c_A/N_A) − bμ = 0,
−E_v + kT ln(p/N_v) + μ = 0,
E_c + kT ln(n/N_c) − μ = 0.

Hence

c_D = N_D exp[−(E_D + aμ)/kT],
c_A = N_A exp[−(E_A − bμ)/kT],
p = N_v exp[−(μ − E_v)/kT],
n = N_c exp[−(E_c − μ)/kT].

The carrier expressions identify the multiplier μ as the Fermi level. Forming D hands a electrons to the reservoir at energy μ, which costs +aμ; forming A takes b electrons from it. Under neutrality μ is an unknown fixed by the defects and carriers together, so it responds to errors in their energies.

**(b) Let a = b, and let D and A carry practically all the charge. Find the concentration and the effect of an error δ in E_D.**

Solution. With p and n negligible, neutrality reads c_D = c_A = c. In the product of the two concentrations the terms +aμ and −aμ cancel:

c² = c_D c_A = N_D N_A exp[−(E_D + E_A)/kT].

Define E_pair = E_D + E_A, the energy to form one D and one A far apart. The positive square root is

c = √(N_D N_A) exp(−E_pair/2kT).

The factor 2 arises because one energy E_pair pays for two independent particles whose numbers must be equal. An error δ in E_D changes E_pair by δ, so

Δ ln c = −δ/(2kT).

The Fermi level shows how this happens. Equating c_D and c_A and taking logarithms gives

2aμ = E_A − E_D + kT ln(N_D/N_A).

If E_D rises by δ, μ falls by δ/(2a). The actual formation energy E_D + aμ then rises by δ − δ/2 = δ/2. The same fall in μ raises E_A − aμ by δ/2, so the two concentrations remain equal.

The halving applies to an error in one energy, or to the total error in E_pair. If both formation energies are too high by δ, E_pair is too high by 2δ and Δ ln c = −δ/kT: nothing has been gained. Errors +δ and −δ cancel. Independent errors of standard deviation σ give E_pair a standard deviation √2 σ, and ln c one of σ/(√2 kT).

For E_pair = 3 eV,

c = 2×10²² cm⁻³ × exp[−3/(2 × 0.08617)] = 5.51×10¹⁴ cm⁻³.

The law counts free, non-interacting defects. Real D and A attract, and a bound pair with binding energy E_b is neutral: its density is proportional to exp[−(E_pair − E_b)/kT] and takes an error in E_pair in full. A point-charge estimate with dielectric constant 10, eight neighbour sites at 0.32 nm and E_b = 0.45 eV puts bound pairs at 4×10⁻⁵ of c for E_pair = 3 eV, but at about a quarter of c for E_pair = 1.5 eV, where the non-interacting model no longer suffices.

**(c) Obtain the same law without a Fermi level, by counting neutral configurations. When does it fail?**

Solution. Take a crystal with M_D sites for D and M_A sites for A, again with a = b and no carriers. Neutrality allows n defects of each kind, with statistical weight

W(n) = [M_D!/(n!(M_D−n)!)] [M_A!/(n!(M_A−n)!)] exp(−nE_pair/kT).

The ratio of successive weights is

W(n+1)/W(n) = (M_D−n)(M_A−n) exp(−E_pair/kT)/(n+1)².

The largest weight lies where this ratio passes through 1. For 1 ≪ n ≪ M_D, M_A this gives

n ≈ √(M_D M_A) exp(−E_pair/2kT),

which is the law of part (b).

Take M_D = 200000, M_A = 100000 and E_pair/kT = 12. The formula gives 350.5 pairs; explicit summation over n gives a mean of 349.4, lower by 0.3%. Most of the difference is the blocking of occupied sites. Keeping the factors (M_D−n)(M_A−n) lowers n by the fraction ½(n/M_D + n/M_A) ≈ 0.26%.

The law needs many pairs. If the expected number is far below one, the sum is dominated by n = 0 and n = 1, and

⟨n⟩ ≈ W(1)/W(0) = M_D M_A exp(−E_pair/kT).

The full pair energy has returned. With 100 sites of each kind and the same energy, the summation gives ⟨n⟩ = 0.060. This value belongs to the non-interacting model: in a crystal this small D and A cannot be far apart, and their Coulomb attraction would raise it. The derivative of ln⟨n⟩ with respect to −E_pair/kT, found by finite differences, is 0.970, against 0.499 in the large crystal. Neutrality makes the defects appear in pairs at any crystal size. What differs is the factor (n+1)² in the ratio of weights: it equals 1 for the first pair, so that ⟨n⟩ itself is proportional to exp(−E_pair/kT), whereas for many pairs it makes n² proportional to exp(−E_pair/kT).

**(d) Compare this with a Fermi level fixed relative to the valence-band edge. Include errors in the band edges.**

Solution. Write μ = E_v + ε_F and hold ε_F fixed. Then

c_D = N_D exp[−(E_D + aE_v + aε_F)/kT].

An error δ in E_D now gives Δ ln c_D = −δ/kT, without the half. An error δ in E_v gives −aδ/kT for the donor and, by the opposite sign in the acceptor energy, +bδ/kT for c_A.

Under the conditions of part (b), neither E_v nor E_c occurs in c, so errors in them have no effect as long as the carriers remain negligible with the misplaced edge. The expression for μ in part (b) contains no band edge either, so μ keeps its absolute value and only its distance from the misplaced edge is wrong. An error δ in E_v multiplies the small density p by exp(δ/kT) and leaves n unchanged; an error δ in E_c multiplies n by exp(−δ/kT) and leaves p unchanged.

This cancellation assumes that E_D and E_A are held fixed on the absolute scale while the edge changes. If a change of functional moves E_v and also changes the defect total energies, the latter changes are errors in E_D and E_A, and their sum survives. A mere shift s of the energy zero is harmless: E_v and E_c change by +s, E_D by −as and E_A by +bs, and for a = b the sum E_D + E_A is unchanged.

Atomic chemical potentials cancel in E_pair if forming D and A together exchanges no atoms with the reservoirs. Otherwise their net error enters E_pair and is halved with it.

For numbers, take a = b = 1, a gap of 4 eV, E_v = 0, E_D = −0.5 eV and E_A = 3.5 eV. The negative E_D refers to μ = 0. Solving neutrality numerically by Brent's root-finding method, with carriers included, gives μ = 2.00 eV, so each defect costs 1.5 eV. The carrier densities, p = 8.3×10⁹ and n = 2.5×10⁹ cm⁻³, are negligible beside c = 5.5×10¹⁴ cm⁻³.

An error of 0.2 eV is 2.32 kT. It multiplies c_D by exp(−2.32) = 0.098 if it enters in full, and by exp(−1.16) = 0.313 if halved. The table gives the factors on c_D. In the column with ε_F fixed, ε_F stays at 2.00 eV and neutrality is not imposed; in the neutral column, neutrality is solved again for each error:

Error | ε_F fixed | neutral
E_D +0.2 eV | 0.098 | 0.313
E_A +0.2 eV | 1.000 | 0.313
both +0.2 eV | 0.098 | 0.098
E_D +0.2, E_A −0.2 eV | 0.098 | 1.000
E_v +0.2 eV | 0.098 | 1.000

The second row shows the price of neutrality: an error in the acceptor energy now reaches the donor concentration.

The last row holds only for edge errors that leave the carriers negligible. If E_v is too high by 1.0 eV, the hole density at unchanged μ would be 8.3×10⁹ × exp(1.0/0.08617) ≈ 9×10¹⁴ cm⁻³, comparable with c. Neutrality then gives the factor 0.61 on c_D, and 0.043 for an error of 1.5 eV. An E_c too low by 1.0 eV gives 1.22. Such cases belong to part (e).

**(e) For a = b = 1, include the carriers. How does the result change as they take over the charge balance?**

Solution. Collect the factors that do not contain μ:

X_D = N_D exp(−E_D/kT), X_A = N_A exp(−E_A/kT),
X_p = N_v exp(E_v/kT), X_n = N_c exp(−E_c/kT).

With y = exp(μ/kT), the densities are c_D = X_D/y, p = X_p/y, c_A = X_A y and n = X_n y. Neutrality becomes

(X_D + X_p)/y = (X_A + X_n)y, so y² = (X_D + X_p)/(X_A + X_n).

Therefore

c_D = X_D √[(X_A + X_n)/(X_D + X_p)],

ln c_D = ln X_D + ½ ln(X_A + X_n) − ½ ln(X_D + X_p).

Let f_D = c_D/(c_D + p) be the share of the positive charge carried by defects, and f_A = c_A/(c_A + n) the corresponding negative share. The factor y cancels in each ratio, so f_D = X_D/(X_D + X_p) and f_A = X_A/(X_A + X_n). Small energy changes give

kT d ln X_D = −dE_D, kT d ln X_A = −dE_A,
kT d ln X_p = +dE_v, kT d ln X_n = −dE_c.

The derivative of the logarithm of a sum is the share-weighted mean of the separate logarithmic derivatives. Thus

−kT d ln c_D = dE_D + ½[f_A dE_A + (1−f_A)dE_c] + ½[−f_D dE_D + (1−f_D)dE_v].

Collecting terms,

−kT d ln c_D = (1 − f_D/2)dE_D + (f_A/2)dE_A + ½(1−f_D)dE_v + ½(1−f_A)dE_c.

The coefficients are the error weights. For f_D = f_A = 1 they are ½, ½, 0, 0, as in parts (b) and (d). For f_D, f_A → 0 they become 1, 0, ½, ½. Carriers then set μ from the two band edges, the defect has no influence on it, and its own error enters in full. Each edge error enters halved.

Consider three model crystals with E_pair = 3 eV and E_v = 0. Setting E_D = 1.5 eV − E_gap/2 and E_A = 1.5 eV + E_gap/2 keeps μ near midgap. Numerical solution of neutrality gives:

Gap | f_D | f_A | weights of E_D, E_A, E_v, E_c
4.0 eV | 1.000 | 1.000 | 0.500, 0.500, 0.000, 0.000
2.0 eV | 0.377 | 0.668 | 0.812, 0.334, 0.312, 0.166
1.2 eV | 0.006 | 0.019 | 0.997, 0.010, 0.497, 0.490

For the middle row the first weight is 1 − 0.377/2 = 0.812. In that crystal c_D = 4.1×10¹⁴ and p = 6.9×10¹⁴ cm⁻³ are comparable, and neither limit applies.

The weights describe small errors. In the 1.2 eV crystal, raising E_c by 0.2 eV multiplies c_D by 0.340, while a strictly halved error would give 0.313. The closed formula explains the difference: X_n falls by the factor 0.098 while X_A stays, so c_D changes by √[0.0190 + 0.9810 × 0.0982] = 0.340. With fewer electrons, the acceptors carry a larger share of the negative charge.

**(f) Let the charges differ, with carriers again negligible. Is the error still halved?**

Solution. Neutrality is now a c_D = b c_A. To eliminate μ, raise c_D to the power b and c_A to the power a. The exponents −abμ/kT and +abμ/kT cancel:

c_D^b c_A^a = X_D^b X_A^a.

Substitute c_A = (a/b)c_D and divide by (a/b)^a:

c_D^(a+b) = (b/a)^a X_D^b X_A^a.

Taking the root of order a+b,

c_D = (b/a)^(a/(a+b)) N_D^(b/(a+b)) N_A^(a/(a+b)) exp(−E_eff/kT),

E_eff = (bE_D + aE_A)/(a+b).

The error weights are b/(a+b) for E_D and a/(a+b) for E_A. They are the same for c_A, which is a fixed multiple of c_D. Both equal ½ if a = b, whatever the common charge. The band edges still drop out, as long as their errors leave the carriers negligible. In the example below, with E_v = 0 and a gap of 4 eV, μ = 1.75 eV; an E_v too high by 0.2 eV changes c_D by 0.1%, but one too high by 0.8 eV multiplies it by 0.45.

For a = 2, b = 1, E_D = −2.0 eV and E_A = 3.2 eV,

E_eff = (−2.0 + 2 × 3.2)/3 = 1.4667 eV,
c_D = (1/2)^(2/3) × 2×10²² cm⁻³ × exp(−1.4667/0.08617) = 5.11×10¹⁴ cm⁻³,

and c_A = 2c_D = 1.02×10¹⁵ cm⁻³. An error in E_D enters with weight 1/3, but one in E_A with weight 2/3. Two singly charged acceptors are needed for each donor, so the acceptor energy counts twice.

**(g) Return to a = b = 1 with negligible carriers, and add singly negative dopants of frozen density C. What happens to the halving?**

Solution. Neutrality is c_D = c_A + C, while the product K = c_D c_A = N_D N_A exp(−E_pair/kT) is unchanged. Eliminating c_A gives c_D² − C c_D − K = 0, with positive root

c_D = C/2 + √(C²/4 + K).

For the errors, C is constant, so dc_D = dc_A, or c_D d ln c_D = c_A d ln c_A. The product gives d ln c_D + d ln c_A = −dE_pair/kT. Inserting d ln c_A = (c_D/c_A) d ln c_D,

−kT d ln c_D = [c_A/(c_D + c_A)] dE_pair,
−kT d ln c_A = [c_D/(c_D + c_A)] dE_pair.

Both weights are ½ if C = 0. For C ≫ √K, c_D approaches C and becomes insensitive to E_pair, while the minority defect A takes the full error. Fixed doping is therefore different from a fixed Fermi level, at which c_D would take the full error in E_D.

With C = 1×10¹⁵ cm⁻³ and √K = 5.51×10¹⁴ cm⁻³,

c_D = (5.00 + √(5.00² + 5.51²))×10¹⁴ cm⁻³ = 1.24×10¹⁵ cm⁻³,

and c_A = c_D − C = 2.4×10¹⁴ cm⁻³. The weight of E_pair is 0.16 in ln c_D and 0.84 in ln c_A.
